\section*{Why a free band electron cannot absorb one infrared photon unaided}

\section*{Question}

The conduction electrons of a doped wide-gap semiconductor move almost freely, and infrared light carries more than enough energy to lift one of them higher in its band. Why can such an electron not simply take up one photon, and what does a collision supply that makes absorption possible?

\section*{The mechanism: energy and momentum come in a fixed ratio}

A photon delivers energy and momentum together. In a uniform, transparent medium of real refractive index $n$, light of angular frequency $\omega$ has wavevector $q=n\omega/c$. Absorbing one quantum from this wave adds energy $\hbar\omega$ and crystal momentum $\hbar q$, in the ratio
\begin{equation}
\frac{\hbar\omega}{\hbar q}=\frac{c}{n}.
\end{equation}
This ratio is a speed, the phase speed of the light.

An electron also has a ratio of energy gained to momentum gained. For a small push it is the electron's own velocity, since $dE=v\,dp$. A slow electron that receives a little momentum therefore gains very little energy. To accept the photon's large energy with its small momentum, the electron would have to travel about as fast as the light.

The wave picture says the same. An electron that keeps pace with a wave stays at one phase of it, and a force along its velocity can do work steadily. A slow electron is overtaken by crest after crest; the force on it keeps reversing, and the work done in one half cycle is returned in the next.

\section*{The formula for a parabolic band}

Let the electron have effective mass $m$ and energy
\begin{equation}
E(\mathbf k)=\frac{\hbar^2k^2}{2m},\qquad \mathbf v=\frac{\hbar\mathbf k}{m}.
\end{equation}
It stays in this one band, and nothing else takes up momentum. Momentum conservation then fixes the final state as $\mathbf k+\mathbf q$. Crystal momentum is defined only up to a reciprocal lattice vector, but this gives no escape: the energy of a band in a crystal is the same at wavevectors that differ by such a vector.

With $\theta$ the angle between $\mathbf v$ and $\mathbf q$, the energy gain is
\begin{align}
E(\mathbf k+\mathbf q)-E(\mathbf k)
&=\frac{\hbar^2}{2m}\left(k^2+2\mathbf k\cdot\mathbf q+q^2-k^2\right)\nonumber\\
&=\hbar q\,v\cos\theta+\frac{\hbar^2q^2}{2m}.
\label{gain}
\end{align}
The first term is velocity times momentum transfer. The second is the recoil energy, which even an electron at rest would gain. Energy conservation sets the sum equal to $\hbar\omega$. Dividing by $\hbar q$ and using $\omega/q=c/n$ gives
\begin{equation}
v\cos\theta=\frac{c}{n}-\frac{\hbar q}{2m}.
\label{condition}
\end{equation}

The final velocity along the light is $v\cos\theta+\hbar q/m$, so the mean of the initial and final values is $v\cos\theta+\hbar q/2m$. Equation~(\ref{condition}) states that this mean must equal $c/n$. Since $|\cos\theta|\le1$, a solution exists only if
\begin{equation}
v\ge\left|\frac{c}{n}-\frac{\hbar q}{2m}\right|.
\end{equation}

Could recoil alone meet the condition? For $v=0$, equation~(\ref{condition}) requires $\hbar q/2m=c/n$. Inserting $q=n\omega/c$ gives
\begin{equation}
\frac{\hbar n\omega}{2mc}=\frac{c}{n}
\quad\Longrightarrow\quad
\hbar\omega=\frac{2mc^2}{n^2}.
\label{rest}
\end{equation}
For an effective mass of one fifth of the free-electron mass and $n=2.3$ this is about 39~keV, far from the infrared. For infrared light the recoil term is tiny, and an electron with $v\ll c/n$ cannot satisfy both laws.

\section*{Does the answer depend on the parabola?}

A parabola lets the speed grow without limit, whereas a real band does not. The parabolic solution near $c/n$ is thus only a measure of how far away the condition lies. The ban itself needs less than a parabola. For any smooth band with group velocity $\mathbf v=\nabla_{\mathbf k}E/\hbar$,
\begin{equation}
E(\mathbf k+\mathbf q)-E(\mathbf k)
=\int_0^1\hbar\mathbf q\cdot\mathbf v(\mathbf k+s\mathbf q)\,ds
\le\hbar q\,v_{\max}.
\end{equation}
If the greatest speed $v_{\max}$ in the band is below $c/n$, the right side is below $\hbar q\,c/n=\hbar\omega$, and absorption is impossible from every state of the band.

A simple two-band law shows how the speed saturates. With gap $E_g$,
\begin{equation}
E\left(1+\frac{E}{E_g}\right)=\gamma,\qquad \gamma=\frac{\hbar^2k^2}{2m}.
\end{equation}
Differentiating with respect to $k$ gives $(1+2E/E_g)\,dE/dk=\hbar^2k/m$, so $v=(\hbar k/m)/(1+2E/E_g)$. Squaring the denominator and using the band law,
\begin{equation}
\left(1+\frac{2E}{E_g}\right)^2
=1+\frac{4E}{E_g}\left(1+\frac{E}{E_g}\right)
=1+\frac{4\gamma}{E_g}.
\end{equation}
Since $(\hbar k/m)^2=2\gamma/m$,
\begin{equation}
v^2=\frac{2\gamma/m}{1+4\gamma/E_g}<\frac{E_g}{2m}.
\label{kane}
\end{equation}
The speed approaches $\sqrt{E_g/2m}$ but does not reach it.

A periodic model band, $E=(\hbar^2/ma^2)(1-\cos ka)$ with lattice period $a$, has $v=(\hbar/ma)\sin ka$ and hence $v_{\max}=\hbar/ma$. Both limits can be compared with $c/n$ once numbers are chosen.

\section*{What relativity changes for a bare electron}

For a bare electron in vacuum, equation~(\ref{condition}) with $n=1$ seems to permit absorption just below the speed of light. The nonrelativistic energy is not valid there. Let $m_0$ be the rest mass, $p$ the momentum and $E$ now the total energy, with $E^2=m_0^2c^4+p^2c^2$. Conservation requires
\begin{equation}
(E+\hbar\omega)^2=m_0^2c^4+c^2\left(p^2+2p\hbar q\cos\theta+\hbar^2q^2\right).
\end{equation}
Subtracting the relation for the initial state and inserting $cq=n\omega$ leaves
\begin{equation}
2E\hbar\omega+\hbar^2\omega^2=2pc\,n\hbar\omega\cos\theta+n^2\hbar^2\omega^2.
\end{equation}
In vacuum the quadratic terms cancel and $E=pc\cos\theta$ remains. This cannot hold, because $E>pc$ for a particle with mass. A free electron in vacuum cannot absorb a photon at any speed.

In a medium, divide by $2En\hbar\omega$ and use $pc/E=v/c$:
\begin{equation}
v\cos\theta=\frac{c}{n}\left[1-\frac{(n^2-1)\hbar\omega}{2E}\right].
\end{equation}
For $n>1$ a fast beam electron can satisfy this. For $n=2.3$ and a photon energy small compared with $E$, the conservation laws require a kinetic energy of at least about 56~keV, the limit for motion along the light. Exactly in that direction a transverse wave has no electric field along the velocity and does no work on the charge; only a spin-flip transition remains, with a squared matrix element of order $(\hbar\omega/m_0c^2)^2$, negligible for infrared light. Appreciable absorption therefore needs a finite angle and somewhat more energy. The result uses the true rest mass and must not be applied to a band electron by replacing $m_0$ with $m$, because an effective mass describes the curvature of a band, not a rest energy.

\section*{What the electron does instead of absorbing}

The electron does respond to the light. Consider a travelling wave that couples $\mathbf k$ to $\mathbf k+\mathbf q$ with strength $g$, an energy. Let $E_0$ and $E_1$ be the two electron energies, and define the mismatch
\begin{equation}
\delta=\hbar\omega-(E_1-E_0).
\end{equation}
Keeping these two states, the amplitudes obey
\begin{align}
i\hbar\dot a&=E_0a+g\,e^{i\omega t}b,\\
i\hbar\dot b&=E_1b+g\,e^{-i\omega t}a.
\end{align}
Write $a=A\,e^{-iE_0t/\hbar}$ and $b=B\,e^{-i(E_0+\hbar\omega)t/\hbar}$. The oscillating factors cancel:
\begin{equation}
i\hbar\dot A=gB,\qquad i\hbar\dot B=-\delta B+gA.
\end{equation}
Differentiating the second equation and eliminating $\dot A$ gives
\begin{equation}
\ddot B-\frac{i\delta}{\hbar}\dot B+\frac{g^2}{\hbar^2}B=0.
\end{equation}
A trial solution $e^{i\lambda t}$ requires $\lambda^2-\delta\lambda/\hbar-g^2/\hbar^2=0$, so $\lambda=(\delta/\hbar\pm\Omega)/2$ with $\hbar\Omega=\sqrt{\delta^2+4g^2}$. The electron starts in the first state, so $B(0)=0$ and $\dot B(0)=-ig/\hbar$. These conditions select $B=-(2ig/\hbar\Omega)\,e^{i\delta t/2\hbar}\sin(\Omega t/2)$, and therefore
\begin{equation}
|B|^2=\frac{4g^2}{\delta^2+4g^2}\sin^2\frac{\Omega t}{2}.
\label{rabi}
\end{equation}
With a large mismatch, a small admixture of the second state appears and disappears. This oscillation follows from the sudden start; if the wave rises and fades slowly, the admixture reaches only about $g^2/\delta^2$ and vanishes with the wave. With $\delta=0$ the transfer becomes complete.

Direct integration of the Schr\"odinger equation with ten momentum states bears this out. In units $\hbar=m=q=1$, take a phase speed of 5 and $g=0.02$, and let $k$ be the momentum component along the wave. Spin aside, a transverse light wave couples the states only if the electron also moves across the wave's direction; in a parabolic band that motion adds the same energy to every state and leaves $\delta$ unchanged. An electron with $k=0$ has $\delta=5-\tfrac12=4.5$, for which equation~(\ref{rabi}) gives a peak of $7.9\times10^{-5}$; the integration gives the same. An electron with $k=4.5$ meets the matching condition, and its peak transfer is 0.9992. The two-state formula omits the neighbouring momentum states. The nearest one on each side is off resonance by one energy unit, so each takes a probability of order $g^2=4\times10^{-4}$, which is the size of the small deficit from one.

\section*{What a collision supplies}

A phonon, an impurity or a rough interface can take up momentum. For an elastic scatterer, the final wavevector follows from energy conservation alone:
\begin{equation}
\frac{\hbar^2k_f^2}{2m}=\frac{\hbar^2k_i^2}{2m}+\hbar\omega
\quad\Longrightarrow\quad
k_f=\sqrt{k_i^2+\frac{2m\omega}{\hbar}}.
\label{kf}
\end{equation}
The wavevector change is smallest when initial and final directions agree, and then equals $k_f-k_i$. The photon supplies $q$; the scatterer must supply the rest. A phonon also exchanges energy, which shifts $k_f$ somewhat.

A classical drag model shows how absorption appears. Because $q$ is small, treat the optical field as uniform over the electron's motion. With force amplitude $F_0$ and scattering time $\tau$,
\begin{equation}
m\dot v=F_0\cos\omega t-\frac{mv}{\tau}.
\end{equation}
Insert the steady motion $v=\alpha_1\cos\omega t+\alpha_2\sin\omega t$. The sine terms give $\alpha_2=\omega\tau\alpha_1$, and the cosine terms give $\omega\alpha_2+\alpha_1/\tau=F_0/m$. Hence
\begin{equation}
\alpha_1=\frac{F_0\tau}{m(1+\omega^2\tau^2)}.
\end{equation}
Only the part of the velocity in phase with the force does net work, and the mean power is $F_0\alpha_1/2$. Now set $F_0=e\mathcal E_0$, multiply by the electron density $N$, and divide by the light intensity $n\varepsilon_0c\,\mathcal E_0^2/2$. The absorption coefficient is
\begin{equation}
\alpha=\frac{Ne^2\tau}{n\varepsilon_0c\,m(1+\omega^2\tau^2)}.
\label{drude}
\end{equation}
For $\omega\tau\gg1$ it falls as $1/\tau$, and it vanishes when collisions cease. The constant $\tau$ is a crude assumption when $\hbar\omega$ exceeds $k_BT$, because the photon then carries the electron to energies where its scattering rate may be quite different.

\section*{Numbers for a doped wide-gap layer}

Take rough values in the regime of n-type gallium nitride: $m=0.2\,m_e$, $n=2.3$, $E_g=3.4$~eV, $N=10^{18}$~cm$^{-3}$, mobility 300~cm$^2$/Vs and temperature 300~K. The light has a vacuum wavelength of 4000~nm, so $\hbar\omega=0.310$~eV, well below the gap. Its wavevector in the layer is
\begin{equation}
q=\frac{2\pi n}{\lambda}=\frac{2\pi\times2.3}{4000\ \text{nm}}=0.00361\ \text{nm}^{-1}.
\end{equation}

The required speed is $c/n=1.30\times10^{10}$~cm/s, less a recoil term of only $1.05\times10^5$~cm/s. The thermal speed is $\sqrt{3k_BT/m}=2.61\times10^7$~cm/s, too small by a factor of about 500. On the parabola, the required speed would correspond to 9.7~keV and a wavevector of 225~nm$^{-1}$. For a lattice period of 0.5~nm the zone edge lies at $\pi/a=6.3$~nm$^{-1}$, so this solution is not a state of the band. An electron at rest would need a photon of 38.6~keV by equation~(\ref{rest}), another sign of the distance from the infrared.

For an electron moving along the light at the thermal speed, equation~(\ref{gain}) gives a gain of 0.62~meV, of which recoil contributes 0.0025~meV. The mismatch is
\begin{equation}
\delta=310.0\ \text{meV}-0.6\ \text{meV}\approx309\ \text{meV}.
\end{equation}
The photon's momentum accounts for 0.2\% of its energy.

Hot electrons do not alter the conclusion. The two-band limit~(\ref{kane}) is $1.22\times10^8$~cm/s and the cosine-band limit is $1.16\times10^8$~cm/s. Both are about one hundredth of $c/n$. Even at the two-band limiting speed, the photon's momentum would account for only 0.94\% of its energy.

The missing momentum follows from equation~(\ref{kf}). The initial wavevector is $k_i=0.451$~nm$^{-1}$ and the final one is $k_f=1.353$~nm$^{-1}$, so for an elastic scatterer the least transfer is
\begin{equation}
k_f-k_i=0.902\ \text{nm}^{-1}\approx250\,q.
\end{equation}
This lies well inside the zone, within the range of phonon wavevectors. If a phonon of 0.092~eV is emitted in the process, the final energy is lower and the least transfer falls to about 0.71~nm$^{-1}$, still some 200 times $q$. The mobility corresponds to $\tau=34$~fs, and equation~(\ref{drude}) gives $\alpha\approx30$~cm$^{-1}$. The order of magnitude is all that should be taken from this value.

\section*{How a real device layer differs}

The assumption that a real doped gallium nitride layer plainly breaks is the absence of scattering. In the model this moves the absorption coefficient from zero to roughly 30~cm$^{-1}$, or a decay length of about a third of a millimetre. With the mobility time, the collision broadening $\hbar/\tau$ is 19~meV, about one sixteenth of the mismatch. That time describes thermal electrons. An electron that has gained the photon's energy can also emit optical phonons rapidly, and a golden-rule estimate for unscreened polar coupling gives it a broadening $\hbar/\tau$ of roughly 50 to 60~meV. The mismatch is still about five times larger.

Other corrections are far too small to make up the factor of 500 between the thermal and the required speed. Degeneracy raises the rms speed to $2.71\times10^7$~cm/s, and a temperature of 500~K, without degeneracy, raises it to $3.37\times10^7$~cm/s. A mass 10\% lighter along one axis raises the thermal velocity component along that axis by about 5\%. The two-band law changes the least transfer from 0.90 to 0.97~nm$^{-1}$. With rough phonon energies of 0.092~eV (longitudinal) and 0.069~eV (transverse), phonons and carriers lower the index to 2.24, which raises the required speed by about 3\%.

A bias field also changes the electron's momentum. At 0.002~MV/cm it adds 0.0041~nm$^{-1}$ in one optical cycle. This is comparable with $q$, yet less than half a percent of the missing wavevector. The field is far below a rough breakdown value of 3~MV/cm, and an electron would have to tunnel some 17\,000~nm to cross the gap. The momentum gained per cycle grows in proportion to the field and equals the missing wavevector already at about 0.44~MV/cm, one seventh of breakdown. In a strictly parabolic band a uniform field still cannot replace the scatterer, because the motions due to bias and light simply add and a smooth light pulse does no net work. At such fields, however, the electrons are hot and sample the nonparabolic part of the band, and the present estimates do not cover that region.

The one-band assumption also has limits. Where the photon energy reaches a higher conduction band, or for holes another valence band, a direct transition needs no scatterer. In a transistor channel, confinement splits the band into subbands, and light polarised across the layer can drive transitions between them; the confining potential then takes up the momentum. Near a lattice resonance the index can rise and the medium ceases to be transparent. Even so, a very large index would be needed to replace the scatterer. For an electron moving along the light at the thermal speed, the photon alone would have to supply the wavevector $k_f-k_i$. At the wavelength of 4000~nm used here, which is far from the resonance, this means $n\approx2.3\times250\approx575$. At the transverse phonon energy of 0.069~eV, equation~(\ref{kf}) leads in the same way to $n\approx860$. The recoil term is no longer negligible at such values. Evanescent fields close to small structures can contain wavevectors much larger than $n\omega/c$, so the fixed ratio of energy to momentum, on which the ban rests, does not apply to them. Most of the values quoted here are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough, regime of n-type GaN)
effective mass: 0.2 m_e
refractive index: 2.3
band gap: 3.4 eV
vacuum wavelength: 4000 nm
electron density: 1e+18 cm^-3
mobility: 300 cm^2/Vs
temperature: 300 K
lattice period: 0.5 nm
bias field: 0.002 MV/cm
breakdown field: 3 MV/cm
LO phonon energy: 0.092 eV
TO phonon energy: 0.069 eV
CONSERVATION LAWS
photon energy: 0.31 eV
photon wavevector in medium: 0.003613 nm^-1
light speed in medium c/n: 1.303e+10 cm/s
recoil term hbar q/2m: 1.046e+05 cm/s
required electron speed: 1.303e+10 cm/s
thermal rms speed: 2.612e+07 cm/s
required/thermal speed: 499.1
parabolic energy at required speed: 9660 eV
parabolic k at required speed: 225.2 nm^-1
zone edge pi/a: 6.283 nm^-1
photon energy needed by electron at rest: 3.864e+04 eV
energy gain allowed by photon momentum: 0.6235 meV
recoil part of that gain: 0.002486 meV
energy mismatch: 309.3 meV
bare-electron kinetic energy at c/n: 5.644e+04 eV
WAVE TEST (dimensionless) AND SCATTERING
peak transfer, electron at rest: 7.901e-05
peak transfer, matched electron: 0.99920
initial thermal wavevector: 0.4512 nm^-1
final wavevector: 1.353 nm^-1
least wavevector transfer: 0.9018 nm^-1
least transfer/photon wavevector: 249.6
scattering time: 34.11 fs
classical absorption coefficient: 30.39 cm^-1
NEGLECTED EFFECTS
two-band limiting speed: 1.223e+08 cm/s
largest gain/photon energy at that speed: 0.009389
cosine-band limiting speed: 1.158e+08 cm/s
least transfer, two-band law: 0.967 nm^-1
speed rise for 10% lighter mass: 5.409 %
rms speed with degeneracy: 2.712e+07 cm/s
rms speed at 500 K: 3.372e+07 cm/s
index with phonons and carriers: 2.237
collision broadening hbar/tau: 19.29 meV
wavevector from bias in one cycle: 0.004054 nm^-1
bias/breakdown field: 0.0006667
interband tunnelling length: 1.7e+04 nm
\end{verbatim}
